**Thermal Chern-Simons phase and large gauge invariance in 0+1 dimensions**

The program tests $D(a)=\cos(a/2)-i\tanh(m/2T)\sin(a/2)$, the normalized determinant of one fermion level of energy $m$ at temperature $T$ with gauge holonomy $a$. It asserts agreement with an extrapolated time-lattice determinant in a varying field, the sign change under $a\to a+2\pi$, and the phase winding $\mp\pi$ for the two signs of $m$. Explicit Matsubara sums are compared with the loop coefficients up to sixth order and with the full phase at four temperatures. Partial sums are asserted to converge at $a=2$ and diverge at $a=2\pi$ for $m/T=1$, and to reach $-i\pi$ at $a=2\pi$ for $m/T=8$. For two flavours, a Fourier analysis of $D^2$ gives integer charges whose mean is $-\tanh(m/2T)$. A lattice Landau spectrum and random matrices of index $\pm3$ test the counting and pairing used in 2+1 dimensions. The output shows that for two flavours at $m/T=1$ the linear term shifts the phase by $-2.9036$ rad under a large gauge transformation, while the full phase shifts by $-2\pi$.

## Verification by program

```python
# Result under test: for a fermion level of energy m on a thermal circle,
#   D(a) = det(d/dtau + m - iA) / det(d/dtau + m)
#        = cos(a/2) - i tanh(m/2T) sin(a/2),
# with antiperiodic fermions and charge-symmetric regularization.
# a = integral of A over the circle (holonomy, rad), x = m/T.
# D changes only by a sign under a -> a + 2 pi, at every temperature,
# although the linear coefficient of log D is not quantized.
# Units: hbar = k_B = 1, circle length 1/T = 1; all numbers dimensionless.
import numpy as np
import mpmath as mp
from scipy.linalg import expm

mp.mp.dps = 40
PI = np.pi


def closed_det(a, x):
    return np.cos(a / 2) - 1j * np.tanh(x / 2) * np.sin(a / 2)


def closed_phase(a, x):
    """Continuous phase of D, zero at a = 0."""
    branch = np.floor((a + PI) / (2 * PI))
    return -(np.arctan(np.tanh(x / 2) * np.tan(a / 2))
             + PI * np.sign(x) * branch)


def lattice_logdet(field, x):
    """Midpoint discretization of the first-order operator."""
    n = len(field)
    half = (x - 1j * field) / (2 * n)
    matrix = np.diag(-(1 - half)).astype(complex)
    rows = np.arange(n - 1)
    matrix[rows, rows + 1] = 1 + half[:-1]
    matrix[-1, 0] = -(1 + half[-1])       # antiperiodic closure
    return np.linalg.slogdet(matrix)


def raw_lattice_det(a, x, n):
    """Normalized determinant on n slices; its error is of order 1/n."""
    s = (np.arange(n) + 0.5) / n
    field = a + 1.5 * np.cos(2 * PI * s) + 0.8 * np.sin(4 * PI * s)
    sign, size = lattice_logdet(field, x)
    sign0, size0 = lattice_logdet(np.zeros(n), x)
    return sign / sign0 * np.exp(size - size0)


def lattice_det(a, x, n=400):
    """Two lattices combined so that the 1/n error cancels."""
    return 2 * raw_lattice_det(a, x, n) - raw_lattice_det(a, x, n // 2)


x, a = 1.0, 2.0
t = np.tanh(x / 2)

# Determinant with a time-dependent field: first-order convergence of the
# raw lattice, second-order convergence after extrapolation
raw200 = abs(raw_lattice_det(a, x, 200) - closed_det(a, x))
raw400 = abs(raw_lattice_det(a, x, 400) - closed_det(a, x))
assert 1.9 < raw200 / raw400 < 2.1
err200 = abs(lattice_det(a, x, 200) - closed_det(a, x))
err400 = abs(lattice_det(a, x, 400) - closed_det(a, x))
assert err400 < 1e-3
assert 3.5 < err200 / err400 < 4.5
# Sign change under a large gauge transformation, seen on the lattice
shifted = lattice_det(a - 2 * PI, x)
assert abs(shifted + lattice_det(a, x)) < 1e-3
# One flavour with bare level 1/2 is strictly periodic
occupation = 1 / (np.exp(x) + 1)
periodic = (1 + np.exp(-x + 1j * a)) / (1 + np.exp(-x))
for hol in (a, a - 2 * PI):
    assert abs(np.exp(0.5j * hol) * lattice_det(hol, x) - periodic) < 1e-3

# Continuous phase and its winding for both signs of the mass
scan = np.linspace(0, 2 * PI, 32)
winding = {}
for mass in (x, -x):
    angles = np.unwrap([np.angle(lattice_det(h, mass)) for h in scan])
    assert np.max(np.abs(angles - closed_phase(scan, mass))) < 2e-3
    winding[mass] = angles[-1] - angles[0]
    assert abs(winding[mass] + PI * np.sign(mass)) < 2e-3

# Loop coefficients: explicit Matsubara sums against the recursion that
# follows from G' = -1/4 - G^2 with G = d(log D)/da
omega = PI * (2 * np.arange(-1000000, 1000000) + 1)


def slope_series(xval, count):
    g = [mp.mpc(0, -mp.tanh(mp.mpf(xval) / 2) / 2)]
    for k in range(count - 1):
        conv = mp.fsum(g[i] * g[k - i] for i in range(k + 1))
        g.append((-(mp.mpf(1) / 4 if k == 0 else 0) - conv) / (k + 1))
    return g


def partial_sum(g, hol, order):
    return mp.fsum(g[k - 1] * mp.mpf(hol) ** k / k
                   for k in range(1, order + 1))


g1 = slope_series(x, 80)
for k in range(1, 7):
    loop = -(1j ** k) * np.sum((x - 1j * omega) ** (-k))
    assert abs(loop - complex(g1[k - 1])) < 1e-6

# Series inside and outside its radius of convergence
radius = np.hypot(PI, x)
exact_log = np.log(abs(closed_det(a, x))) + 1j * closed_phase(a, x)
inside = {n: abs(complex(partial_sum(g1, a, n)) - exact_log)
          for n in (1, 3, 10, 40)}
assert inside[40] < 1e-7
outside = {n: float(abs(partial_sum(g1, 2 * mp.pi, n) + 1j * mp.pi))
           for n in (10, 20, 40)}
assert outside[40] > 1e3 and outside[40] > outside[10]
x_cold = 8.0
g8 = slope_series(x_cold, 80)
cold_sum = complex(partial_sum(g8, 2 * mp.pi, 80))
cold_linear = complex(partial_sum(g8, 2 * mp.pi, 1)).imag
assert abs(cold_sum + 1j * PI) < 1e-8
assert abs(cold_linear + PI) > 1e-3

# Phase at several temperatures from the product over Matsubara modes
table = []
for xv in (0.2, 1.0, 4.0, 20.0):
    mode_sum = np.sum(np.log((xv - 1j * (omega + a)) / (xv - 1j * omega)))
    assert abs(mode_sum.imag - closed_phase(a, xv)) < 1e-5
    assert abs(mode_sum.real - np.log(abs(closed_det(a, xv)))) < 1e-5
    table.append((xv, -np.tanh(xv / 2) * a / 2, closed_phase(a, xv)))

# Two flavours: charge probabilities by Fourier analysis of D^2
grid = -PI + 2 * PI * np.arange(8) / 8
squared = closed_det(grid, x) ** 2
squared_lat = np.array([lattice_det(h, x) for h in grid]) ** 2
charges = np.arange(-2, 3)
prob = np.array([np.mean(squared * np.exp(-1j * q * grid))
                 for q in charges])
prob_lat = np.array([np.mean(squared_lat * np.exp(-1j * q * grid))
                     for q in charges])
counting = np.array([0, (1 - occupation) ** 2,
                     2 * occupation * (1 - occupation), occupation ** 2, 0])
assert np.max(np.abs(prob_lat - counting)) < 1e-3
assert np.max(np.abs(prob - counting)) < 1e-12
mean_charge = np.sum(charges * prob.real)
assert abs(mean_charge + t) < 1e-12

# Landau counting: lattice Laplacian on a torus with three flux quanta
side, flux = 16, 3
cell_flux = 2 * PI * flux / side ** 2
lap = 4 * np.eye(side ** 2, dtype=complex)
for ix in range(side):
    for iy in range(side):
        here = ix * side + iy
        right = ((ix + 1) % side) * side + iy
        up = ix * side + (iy + 1) % side
        wrap = -cell_flux * side * iy if ix == side - 1 else 0.0
        for there, angle in ((right, wrap), (up, cell_flux * ix)):
            lap[here, there] -= np.exp(1j * angle)
            lap[there, here] -= np.exp(-1j * angle)
levels = np.linalg.eigvalsh(lap) / cell_flux
lowest_count = int(np.sum(levels < 2))
assert lowest_count == flux
assert abs(levels[flux - 1] - 1) < 0.1 and abs(levels[flux] - 3) < 0.3

# Pairing: Dirac-type matrices with index +3 and -3, otherwise random
rng = np.random.default_rng(7)
flux_phase = {}
for n_up, n_down in ((9, 6), (6, 9)):
    block = 0.5 * (rng.normal(size=(n_up, n_down))
                   + 1j * rng.normal(size=(n_up, n_down)))
    ham = np.block([[x * np.eye(n_up), block],
                    [block.conj().T, -x * np.eye(n_down)]])

    def thermal_det(hol):
        arg = (ham - 1j * hol * np.eye(n_up + n_down)) / 2
        return np.linalg.det(expm(arg) + expm(-arg))

    ratio = thermal_det(a) / thermal_det(0.0)
    energy = np.sqrt(x ** 2 + np.linalg.svd(block, compute_uv=False) ** 2)
    paired = np.prod((np.cos(a) + np.cosh(energy)) / (1 + np.cosh(energy)))
    index = n_up - n_down
    unpaired = closed_det(a, np.sign(index) * x) ** abs(index)
    assert abs(ratio - paired * unpaired) < 1e-9
    flux_phase[index] = index * closed_phase(a, x)
    assert abs(np.exp(1j * flux_phase[index]) - ratio / abs(ratio)) < 1e-9

D = closed_det(a, x)
print("All quantities dimensionless; phases in rad")
print(f"m/T = {x:.1f}, holonomy a = {a:.1f} rad")
print(f"tanh(m/2T) = {t:.6f}")
print(f"D(a) = {D.real:.6f} {D.imag:+.6f} i")
print(f"|D(a)| = {abs(D):.6f}")
print(f"exact phase at a = {closed_phase(a, x):.6f} rad")
print(f"linear phase at a = {-t * a / 2:.6f} rad")
print(f"raw lattice error, 200 slices = {raw200:.2e}")
print(f"raw lattice error, 400 slices = {raw400:.2e}")
print(f"extrapolated error, 200 and 100 slices = {err200:.2e}")
print(f"extrapolated error, 400 and 200 slices = {err400:.2e}")
print(f"lattice phase winding, m>0 = {winding[x]:.4f} rad")
print(f"lattice phase winding, m<0 = {winding[-x]:.4f} rad")
for k in range(1, 5):
    c = complex(g1[k - 1]) / k
    print(f"coefficient of a^{k} in log D = {c.real:.6f} {c.imag:+.6f} i")
print(f"2 flavours, linear phase shift = {-2 * PI * t:.6f} rad")
print(f"2 flavours, exact phase shift = "
      f"{2 * (closed_phase(2 * PI, x) - closed_phase(0.0, x)):.6f} rad")
for q, p in zip(charges[1:4], prob.real[1:4]):
    print(f"2 flavours, probability of charge {q:+d} = {p:.6f}")
print(f"2 flavours, mean charge = {mean_charge:.6f}")
print(f"Fermi occupation = {occupation:.6f}")
print(f"series radius at m/T=1: {radius:.6f} rad")
print(f"m/T needed for convergence at 2 pi: {np.sqrt(3) * PI:.6f}")
for n, e in inside.items():
    print(f"series error at a=2, order {n}: {e:.2e}")
for n, e in outside.items():
    print(f"series error at a=2 pi, order {n}: {e:.2e}")
print(f"m/T={x_cold:.0f}, a=2 pi: linear phase = {cold_linear:.6f} rad")
print(f"  phase supplied by higher orders = "
      f"{cold_sum.imag - cold_linear:.6f} rad")
print(f"  phase summed to order 80 = {cold_sum.imag:.6f} rad")
print(f"  |real part| to order 80 = {abs(cold_sum.real):.1e}")
for xv, lin, full in table:
    print(f"m/T={xv:.1f}, a=2: linear {lin:.6f}, exact {full:.6f} rad")
print(f"torus flux quanta = {flux}, lowest states = {lowest_count}")
print(f"top of lowest Landau group = {levels[flux - 1]:.4f} B")
print(f"bottom of next Landau group = {levels[flux]:.4f} B")
print(f"phase at a=2, flux +3 = {flux_phase[3]:.6f} rad")
print(f"phase at a=2, flux -3 = {flux_phase[-3]:.6f} rad")
print("PASS")
```

Output:

```
All quantities dimensionless; phases in rad
m/T = 1.0, holonomy a = 2.0 rad
tanh(m/2T) = 0.462117
D(a) = 0.540302 -0.388858 i
|D(a)| = 0.665686
exact phase at a = -0.623829 rad
linear phase at a = -0.462117 rad
raw lattice error, 200 slices = 2.82e-03
raw lattice error, 400 slices = 1.41e-03
extrapolated error, 200 and 100 slices = 4.44e-05
extrapolated error, 400 and 200 slices = 1.11e-05
lattice phase winding, m>0 = -3.1418 rad
lattice phase winding, m<0 = 3.1418 rad
coefficient of a^1 in log D = 0.000000 -0.231059 i
coefficient of a^2 in log D = -0.098306 +0.000000 i
coefficient of a^3 in log D = 0.000000 -0.015143 i
coefficient of a^4 in log D = -0.001472 +0.000000 i
2 flavours, linear phase shift = -2.903568 rad
2 flavours, exact phase shift = -6.283185 rad
2 flavours, probability of charge -1 = 0.534447
2 flavours, probability of charge +0 = 0.393224
2 flavours, probability of charge +1 = 0.072329
2 flavours, mean charge = -0.462117
Fermi occupation = 0.268941
series radius at m/T=1: 3.296908 rad
m/T needed for convergence at 2 pi: 5.441398
series error at a=2, order 1: 4.38e-01
series error at a=2, order 3: 4.28e-02
series error at a=2, order 10: 5.91e-04
series error at a=2, order 40: 4.79e-11
series error at a=2 pi, order 10: 1.69e+02
series error at a=2 pi, order 20: 5.17e+04
series error at a=2 pi, order 40: 9.92e+09
m/T=8, a=2 pi: linear phase = -3.139486 rad
  phase supplied by higher orders = -0.002107 rad
  phase summed to order 80 = -3.141593 rad
  |real part| to order 80 = 6.6e-14
m/T=0.2, a=2: linear -0.099668, exact -0.153995 rad
m/T=1.0, a=2: linear -0.462117, exact -0.623829 rad
m/T=4.0, a=2: linear -0.964028, exact -0.983219 rad
m/T=20.0, a=2: linear -1.000000, exact -1.000000 rad
torus flux quanta = 3, lowest states = 3
top of lowest Landau group = 0.9908 B
bottom of next Landau group = 2.9542 B
phase at a=2, flux +3 = -1.871486 rad
phase at a=2, flux -3 = 1.871486 rad
PASS
```
